**Question: probability of finding the hydrogen electron beyond the classical turning point (1s, 2s, 2p)**

I am working on this exercise: "Show that the 1s electron of hydrogen lies beyond the classical turning point \(r = 2\) bohr with probability \(13e^{-4} = 0.238\), and repeat the calculation for 2s and 2p." I am stuck in three places.

First, I took \(\psi_{1s} = e^{-r}/\sqrt{\pi}\) in atomic units and integrated \(|\psi|^2\) over \(r\) from 2 to infinity. That gives \(e^{-4}/(2\pi)\), with no 13 anywhere.

Second, I do not know what the turning point of 2p is. Setting \(E = -1/r\) gives one radius, the same as for 2s. If I use the effective potential with the centrifugal term, I get a quadratic equation with two roots, and neither equals that radius. Which one is meant?

Third, beyond the turning point \(E - V\) is negative. If I measure the position and find the electron out there, have I found an electron with negative kinetic energy?

**Answer**

The model is non-relativistic hydrogen with a fixed point nucleus and no spin. In atomic units \(\hbar\), the electron mass and \(e^2/4\pi\varepsilon_0\) all equal 1, lengths are in bohr (1 bohr = 0.529177 Å) and energies in hartree (1 hartree = 27.2114 eV). The Hamiltonian and the bound energies are

\[ H = -\tfrac12\nabla^2 - \frac1r, \qquad E_n = -\frac{1}{2n^2}. \]

The values \(E_1 = -1/2\) and \(E_2 = -1/8\), the only ones needed for the three states, come out of the substitution of the wave functions below. The formula for general \(n\), used in a few remarks, is the standard result and is not derived here.

### Where a classical electron turns around

A classical particle of unit mass in a central field has a radial velocity \(p_r = \dot r\) and a transverse velocity \(L/r\), where \(L\) is the conserved angular momentum. The two are perpendicular, so

\[ E = \frac{p_r^2}{2} + \frac{L^2}{2r^2} - \frac1r . \]

Since \(p_r^2 \ge 0\), the particle can only be at radii where \(E + 1/r - L^2/(2r^2) \ge 0\). Put \(E = -1/(2n^2)\) and multiply by the positive factor \(2n^2r^2\):

\[ -r^2 + 2n^2 r - n^2L^2 \ge 0 \quad\Longleftrightarrow\quad r^2 - 2n^2 r + n^2L^2 \le 0 . \]

The quadratic on the right opens upward, so it is negative between its roots,

\[ r_\pm = n^2 \pm \sqrt{n^4 - n^2L^2} = n^2 \pm n\sqrt{n^2 - L^2}. \tag{1} \]

The outer root is largest for \(L = 0\), where it equals \(2n^2\), and it shrinks as \(L\) grows, until the two roots meet at \(r = n^2\) for the circular orbit \(L = n\). This gives two notions of a turning point.

(A) The energy limit \(r = 2n^2\), where \(E = V\). No classical orbit with energy \(E_n\) passes it, whatever its angular momentum.

(B) The radial turning points (1) with \(L^2 = l(l+1)\), the eigenvalue of the squared angular momentum in the quantum state. No orbit with that energy and that angular momentum leaves the interval between them.

For \(l = 0\) the inner root is \(r_- = 0\) and the outer root is \(2n^2\), so (A) and (B) coincide: 2 bohr for 1s and 8 bohr for 2s. For 2p, (A) gives 8 bohr again, while (B) with \(n = 2\), \(L^2 = 2\) gives

\[ r^2 - 8r + 8 = 0, \qquad r_\pm = 4 \pm 2\sqrt2 . \tag{2} \]

So both of your results are correct, and the exercise is loosely worded for 2p. It has one answer for each meaning, and the answer has to say which meaning it uses. Both are computed below.

### The wave functions

In spherical coordinates

\[ \nabla^2\psi = \frac1r\frac{\partial^2 (r\psi)}{\partial r^2} - \frac{\hat L^2\psi}{r^2}, \qquad \hat L^2 = -\frac{1}{\sin\theta}\frac{\partial}{\partial\theta}\sin\theta\frac{\partial}{\partial\theta} - \frac{1}{\sin^2\theta}\frac{\partial^2}{\partial\varphi^2}. \]

Write \(\psi = (u(r)/r)\,Y(\theta,\varphi)\) with \(\hat L^2Y = l(l+1)Y\). A constant \(Y\) has \(l = 0\). For \(Y \propto \cos\theta\), \(\partial_\theta\cos\theta = -\sin\theta\), then \(\partial_\theta(-\sin^2\theta) = -2\sin\theta\cos\theta\), and so \(\hat L^2\cos\theta = 2\cos\theta\). For \(Y \propto \sin\theta\,e^{\pm i\varphi}\), the \(\theta\) term gives \(-(\cos^2\theta - \sin^2\theta)/\sin\theta\) and the \(\varphi\) term gives \(+1/\sin\theta\), each times \(e^{\pm i\varphi}\); their sum is \((1 - \cos^2\theta + \sin^2\theta)/\sin\theta = 2\sin\theta\). All three p functions thus have \(l(l+1) = 2\).

With this form \(\nabla^2\psi = [u'' - l(l+1)u/r^2]\,Y/r\). Inserting it in \(H\psi = E\psi\), cancelling \(Y/r\) and multiplying by \(-2\) gives the radial equation

\[ u'' = 2\left[\frac{l(l+1)}{2r^2} - \frac1r - E\right]u . \tag{3} \]

The three states are

\[ u_{1s} = 2r\,e^{-r}, \qquad u_{2s} = \frac{r(2-r)}{\sqrt8}\,e^{-r/2}, \qquad u_{2p} = \frac{r^2}{\sqrt{24}}\,e^{-r/2}. \]

Each solves (3). For 1s, \(u' = 2(1-r)e^{-r}\) and \(u'' = 2(r-2)e^{-r}\), so \(u'' = (1 - 2/r)u\), which is (3) with \(l = 0\), \(E = -1/2\). For the other two, a function \(u = f e^{-r/2}\) has \(u' = (f' - f/2)e^{-r/2}\) and \(u'' = (f'' - f' + f/4)e^{-r/2}\). For 2s take \(f = 2r - r^2\), dropping the constant, which cancels in a linear equation: \(f'' - f' = -2 - (2 - 2r) = -2(2 - r) = -(2/r)f\), so \(u'' = (1/4 - 2/r)u\), which is (3) with \(l = 0\), \(E = -1/8\). For 2p take \(f = r^2\): \(f'' - f' = 2 - 2r = (2/r^2 - 2/r)f\), so \(u'' = (2/r^2 - 2/r + 1/4)u\), which is (3) with \(l = 1\), \(E = -1/8\). All three vanish at \(r = 0\), so that \(\psi\) stays finite, and decay at infinity. The constants are confirmed below, where each total probability comes out as 1.

Both kinds of turning point can be seen in the wave function. The bracket in (3) is minus the classical \(p_r^2/2\) for \(L^2 = l(l+1)\), so \(u''/u\) changes sign at the points (B), except at \(r_- = 0\) for the s states, which is the edge of the domain. Between \(r_-\) and \(r_+\) the function \(u\) bends toward the axis, and outside that interval it bends away. The full equation gives \(-\nabla^2\psi/(2\psi) = E + 1/r\) wherever \(\psi \ne 0\), and this changes sign at the point (A). The two quantities are related by the formula for the Laplacian,

\[ -\frac{\nabla^2\psi}{2\psi} = -\frac{u''}{2u} + \frac{l(l+1)}{2r^2}, \tag{4} \]

and they differ by the centrifugal term.

### The probability outside a sphere

\(|\psi|^2\) is a probability per unit volume, and the volume element is \(d^3r = r^2\,dr\,d\Omega\). Your first attempt left out the factor \(r^2\) and the angular integral; the shell at radius \(r\) has area \(4\pi r^2\), which weights the outer region heavily. With \(Y\) normalized by \(\int|Y|^2d\Omega = 1\),

\[ P(R) = \int_R^\infty r^2\,dr\int d\Omega\,\frac{u^2}{r^2}|Y|^2 = \int_R^\infty u^2\,dr . \tag{5} \]

For your 1s function this reads \(4\pi r^2\,e^{-2r}/\pi = 4r^2e^{-2r} = u_{1s}^2\). The angular function has dropped out, so \(P(R)\) is the same for \(m = 0, \pm1\) and for any normalized combination of the 2p states.

Every \(u^2\) here is a polynomial times an exponential, so one family of integrals suffices: \(I_k(R) = \int_R^\infty r^ke^{-r}dr\). Integrate by parts, differentiating \(r^k\) and integrating \(e^{-r}\) to \(-e^{-r}\):

\[ I_k = \left[-r^ke^{-r}\right]_R^\infty + k\int_R^\infty r^{k-1}e^{-r}dr = R^ke^{-R} + kI_{k-1}. \]

The boundary term at infinity vanishes because the exponential outruns any power. Dividing by \(k!\) gives \(I_k/k! = R^ke^{-R}/k! + I_{k-1}/(k-1)!\), so each step adds one term to the previous result. Starting from \(I_0 = e^{-R}\),

\[ I_k(R) = k!\,e^{-R}\sum_{j=0}^{k}\frac{R^j}{j!}. \tag{6} \]

At \(R = 0\) this gives \(I_k(0) = k!\).

### 1s

Substitute \(s = 2r\), so \(4r^2 = s^2\), \(dr = ds/2\), and the lower limit becomes \(2R\):

\[ P_{1s}(R) = \int_R^\infty 4r^2e^{-2r}dr = \tfrac12\int_{2R}^\infty s^2e^{-s}ds = \tfrac12 I_2(2R). \]

By (6), \(I_2(2R) = 2e^{-2R}[1 + 2R + (2R)^2/2]\), so

\[ P_{1s}(R) = e^{-2R}\left(1 + 2R + 2R^2\right). \tag{7} \]

\(P_{1s}(0) = 1\), so the state is normalized. At \(R = 2\) the bracket is \(1 + 4 + 8 = 13\), and

\[ P_{1s}(2) = 13e^{-4} = 13\times0.0183156 = 0.2381 . \]

The energy is \(-27.2114/2 = -13.606\) eV and the turning point is \(2\times0.529177 = 1.0584\) Å. For scale, the mean radius is \(\int_0^\infty 4r^3e^{-2r}dr = \tfrac14 I_3(0) = 3/2\) bohr (with \(4r^3 = s^3/2\) and \(dr = ds/2\)), three quarters of the turning radius. The turning point lies only half a bohr beyond the mean radius.

### 2s

Expand the square, \((2-r)^2 = 4 - 4r + r^2\):

\[ u_{2s}^2 = \frac{r^2(4 - 4r + r^2)}{8}e^{-r} = \left(\frac{r^2}{2} - \frac{r^3}{2} + \frac{r^4}{8}\right)e^{-r}, \]

so \(P_{2s} = \tfrac12I_2 - \tfrac12I_3 + \tfrac18I_4\). The factorials turn the prefactors into \(2/2 = 1\), \(-6/2 = -3\) and \(24/8 = 3\):

\[ e^{R}P_{2s} = \left(1 + R + \frac{R^2}{2}\right) - 3\left(1 + R + \frac{R^2}{2} + \frac{R^3}{6}\right) + 3\left(1 + R + \frac{R^2}{2} + \frac{R^3}{6} + \frac{R^4}{24}\right). \]

The second and third groups cancel except for the last term, \(3R^4/24 = R^4/8\). Hence

\[ P_{2s}(R) = e^{-R}\left(1 + R + \frac{R^2}{2} + \frac{R^4}{8}\right), \tag{8} \]

with \(P_{2s}(0) = 1\). At \(R = 8\), \(R^2/2 = 32\) and \(R^4/8 = 4096/8 = 512\), so the bracket is \(1 + 8 + 32 + 512 = 553\) and

\[ P_{2s}(8) = 553e^{-8} = 553\times3.354626\times10^{-4} = 0.1855 . \]

The energy is \(-27.2114/8 = -3.4014\) eV and the turning point is \(8\times0.529177 = 4.2334\) Å. The function \(u_{2s}\) also has \(u'' = 0\) at \(r = 2\), but only because \(u\) has its node there; \(u''/u = 1/4 - 2/r\) is negative on both sides of the node, so it is not a turning point.

### 2p beyond the energy limit

Here \(u_{2p}^2 = r^4e^{-r}/24\), and (6) with \(k = 4\) gives at once

\[ P_{2p}(R) = e^{-R}\left(1 + R + \frac{R^2}{2} + \frac{R^3}{6} + \frac{R^4}{24}\right), \tag{9} \]

with \(P_{2p}(0) = 1\). At \(R = 8\) the last two terms are \(512/6 = 256/3\) and \(4096/24 = 512/3\), which add to \(768/3 = 256\). The bracket is \(1 + 8 + 32 + 256 = 297\), and

\[ P_{2p}(8) = 297e^{-8} = 297\times3.354626\times10^{-4} = 0.0996 . \]

This is the answer in sense (A): the probability of being where \(E < V\).

### 2p outside the radial turning points

At either root of (2), \(R^2 = 8R - 8\), which reduces every higher power to a linear expression:

\[ R^3 = R\,(8R - 8) = 8R^2 - 8R = 8(8R - 8) - 8R = 56R - 64, \]
\[ R^4 = R\,(56R - 64) = 56(8R - 8) - 64R = 384R - 448 . \]

The terms in the bracket of (9) become \(R^2/2 = 4R - 4\), \(R^3/6 = (28R - 32)/3\) and \(R^4/24 = 16R - 56/3\). The coefficient of \(R\) is \(1 + 4 + 28/3 + 16 = 91/3\), and the constant is \(1 - 4 - 32/3 - 56/3 = -97/3\). The bracket is \((91R - 97)/3\), and with \(R = 4 \pm 2\sqrt2\) the numerator is \(364 - 97 \pm 182\sqrt2 = 267 \pm 182\sqrt2\). Therefore

\[ P_{2p}(r_\pm) = \left(89 \pm \frac{182\sqrt2}{3}\right)e^{-r_\pm}. \tag{10} \]

For the outer point, \(r_+ = 6.828427\) bohr \(= 3.6134\) Å, the bracket is \((91\times6.828427 - 97)/3 = 174.7956\), and \(e^{-r_+} = 1.082560\times10^{-3}\), so

\[ P(r > r_+) = 174.7956\times1.082560\times10^{-3} = 0.1892 . \]

For the inner point, \(r_- = 1.171573\) bohr \(= 0.6200\) Å, the bracket is \((91\times1.171573 - 97)/3 = 3.2044\), and \(e^{-r_-} = 0.3098792\). Their product, 0.9930, is the probability of being outside \(r_-\). The forbidden region is the inside, so

\[ P(r < r_-) = 1 - 0.9930 = 0.0070 . \]

The total probability in the radially forbidden region is \(0.18923 + 0.00703 = 0.1963\) when one more digit is carried in each part. If "beyond the turning point" means the outer point alone, the answer in sense (B) is 0.1892.

| state | boundary (bohr) | boundary (Å) | probability |
|---|---|---|---|
| 1s | \(r > 2\) | 1.0584 | 0.2381 |
| 2s | \(r > 8\) | 4.2334 | 0.1855 |
| 2p, (A) | \(r > 8\) | 4.2334 | 0.0996 |
| 2p, (B) | \(r > 4 + 2\sqrt2\) | 3.6134 | 0.1892 |
| 2p, (B) | \(r < 4 - 2\sqrt2\) | 0.6200 | 0.0070 |

The choice of meaning reverses the order of 2s and 2p: in sense (A) the 2p value is a little over half the 2s value, while in sense (B) it is slightly larger than the 2s value, even without the inner region. The two outer 2p values differ by the probability of the shell \(r_+ < r < 8\), which is \(0.1892 - 0.0996 = 0.0896\). In that shell \(E - V\) is still positive but smaller than the centrifugal term \(1/r^2\), so by (4) the radial part \(-u''/(2u)\) is already negative. Classically, orbits of energy \(-1/8\) reach the shell only if \(L^2 < 2\), as (1) shows. Sense (B) is the one that treats 2p like the s states from the viewpoint of the radial equation, since it marks where \(u\) starts to bend away from the axis. Sense (A) is the one that matches the phrase "negative kinetic energy". The gap between them is not special to \(n = 2\): for \(l = n - 1\), \(n^2 - l(l+1) = n\) and (1) gives \(r_\pm = n^2 \pm n^{3/2}\), so \(r_+/(2n^2)\) tends to \(1/2\) for large \(n\).

### Why 2s reaches farther than 2p

At a common radius, subtract (9) from (8):

\[ P_{2s}(R) - P_{2p}(R) = e^{-R}\left(\frac{R^4}{8} - \frac{R^4}{24} - \frac{R^3}{6}\right) = e^{-R}\left(\frac{R^4}{12} - \frac{R^3}{6}\right) = \frac{R^3(R-2)}{12}e^{-R}. \tag{11} \]

This is positive for \(R > 2\) and negative for \(R < 2\). At \(R = 8\) it equals \(512\times6/12 = 256\) times \(e^{-8}\), which is \(553 - 297\), or 0.0859. The cause is visible in the densities. Their ratio is

\[ \frac{u_{2s}^2}{u_{2p}^2} = \frac{24\,r^2(2-r)^2}{8\,r^4} = 3\left(1 - \frac2r\right)^2, \]

which rises from \(27/16\) at \(r = 8\) toward 3 at infinity. The 2s density exceeds the 2p density everywhere in the tail, and the ratio \(553/297\) of the integrals has to lie between those two bounds, as it does. The mean radii point the same way: \(\langle r\rangle_{2s} = \tfrac12\,3! - \tfrac12\,4! + \tfrac18\,5! = 3 - 12 + 15 = 6\) bohr and \(\langle r\rangle_{2p} = 5!/24 = 5\) bohr. The classical picture agrees in direction, since by (1) the orbit with the lower angular momentum extends farther at the same energy.

Because 2s and 2p share an energy in this model, a normalized mixture \(a\psi_{2s} + b\psi_{2p}\) is also a stationary state. In (5) its cross term contains \(\int Y\,d\Omega\) for a p function, which is zero because \(\cos\theta\) integrates to zero over the sphere and \(e^{\pm i\varphi}\) integrates to zero over \(\varphi\). The probability beyond 8 bohr is then \((553|a|^2 + 297|b|^2)e^{-8}\). Sense (B) has no meaning when \(a\) and \(b\) are both nonzero, because the state then has no definite \(l\).

### The negative kinetic energy

The answer to your third question is no. The kinetic energy operator has no negative values to find: for any normalized \(\phi\) with a finite mean kinetic energy, integration by parts gives \(\langle T\rangle = \tfrac12\int|\nabla\phi|^2d^3r > 0\). The quantity \(E - V(r)\) equals \(-\nabla^2\psi/(2\psi)\), a property of the function at a point, and it is not the outcome of a kinetic energy measurement.

There is not even a unique kinetic energy of the region \(r > R\). Two densities are candidates, \(t_L = -\tfrac12\psi\nabla^2\psi\) and \(t_G = \tfrac12|\nabla\psi|^2\), for real \(\psi\). Take 1s. The Schrödinger equation gives \(t_L = (E + 1/r)\psi^2\), so

\[ \int_{r>R}t_L\,d^3r = -\tfrac12P_{1s}(R) + \int_R^\infty 4r\,e^{-2r}dr . \]

With \(s = 2r\), \(4r\,dr = s\,ds\), and the last integral is \(I_1(2R) = e^{-2R}(1 + 2R)\). At \(R = 2\) the sum is \((-\tfrac{13}{2} + 5)e^{-4} = -\tfrac32e^{-4}\), which is \(-1.5\times0.0183156\times27.2114 = -0.7476\) eV. For the other density, \(\psi = e^{-r}/\sqrt\pi\) has \(\partial\psi/\partial r = -\psi\), so \(t_G = \psi^2/2\) and its integral is \(\tfrac12P_{1s}(R)\). At \(R = 2\) this is \(+\tfrac{13}{2}e^{-4}\), or 3.2396 eV.

The two differ by a divergence, since the product rule gives \(\nabla\cdot(\psi\nabla\psi) = |\nabla\psi|^2 + \psi\nabla^2\psi = 2(t_G - t_L)\). Apply the divergence theorem to the region \(r > R\). Its outward normal on the sphere points toward the nucleus, \(-\hat r\), and the surface at infinity contributes nothing:

\[ \int_{r>R}(t_G - t_L)\,d^3r = -\tfrac12\,4\pi R^2\,\psi\frac{\partial\psi}{\partial r}\Big|_R = 2\pi R^2\,\frac{e^{-2R}}{\pi} = 2R^2e^{-2R}. \]

At \(R = 2\) this is \(8e^{-4}\), or 3.9872 eV, equal to \(\tfrac{13}{2} + \tfrac32\) times \(e^{-4}\). As \(R \to 0\) the surface term vanishes and both integrals give the same total: \(-\tfrac12 + 1 = \tfrac12\) from \(t_L\) and \(\tfrac12\) from \(t_G\), which is 13.606 eV. Only this total is the expectation value of \(T\). The share given to the outer region depends, even in sign, on which density is used.

A position measurement that finds the electron beyond \(2n^2\) leaves it in a new state \(\phi\) that vanishes for \(r < 2n^2\). In that state \(\langle V\rangle = -\int|\phi|^2/r\,d^3r \ge -1/(2n^2) = E_n\), because \(1/r \le 1/(2n^2)\) wherever \(\phi\) is nonzero, and \(\langle T\rangle > 0\). Therefore \(\langle H\rangle > E_n\). An electron known to be in the forbidden region is no longer in the eigenstate; its mean energy is higher than \(E_n\) and its kinetic energy is positive. An idealized measurement that cuts \(\psi\) off sharply at the sphere is the extreme case: a jump of height \(\psi(R)\) smoothed over a width \(\delta\) has \(|\nabla\phi|^2\) of order \(\psi(R)^2/\delta^2\) in a shell of thickness \(\delta\), so \(\langle T\rangle\) grows as \(1/\delta\).

### Range of validity

For nuclear charge \(Z\) and a finite nuclear mass, the relative motion has \(H = -\nabla^2/(2\mu) - Z/r\), with \(\mu\) the reduced mass in electron masses and \(r\) the electron–nucleus distance. Put \(\rho = \mu Zr\). Then \(\nabla_r^2 = \mu^2Z^2\nabla_\rho^2\) and \(Z/r = \mu Z^2/\rho\), so

\[ H = \mu Z^2\left(-\tfrac12\nabla_\rho^2 - \frac1\rho\right). \]

In the variable \(\rho\) the problem is the one solved above. Energies are multiplied by \(\mu Z^2\), all turning points are divided by \(\mu Z\), and the probabilities, being integrals of a normalized density between corresponding limits, do not change. For a proton, \(1/\mu = 1 + m_e/m_p = 1.000545\), and the 1s turning point moves from 1.0584 Å to \(2\times0.529177\times1.000545 = 1.0589\) Å, while the probability stays \(13e^{-4}\).

The closed forms are exact for one non-relativistic particle in a pure \(1/r\) potential. For the real atom, relativity enters through \(v/c\): from \(\langle T\rangle = Z^2/2\) for 1s the root-mean-square speed is \(Z\) in atomic units, while \(c = 1/\alpha\) with \(\alpha\) the fine-structure constant. As an order-of-magnitude estimate, the corrections relative to the non-relativistic values scale as \((Z\alpha)^2\), roughly \(5\times10^{-5}\) for hydrogen, so the four decimal places in the table are what the probabilities deserve there (the Dirac densities, taken at the same radii, move them by up to \(1.4\times10^{-5}\)), and fewer hold for highly charged ions. The numbers do not carry over to atoms with several electrons, where screening changes the potential from \(1/r\), or to an atom in an external electric field, where the boundary \(E = V\) is no longer a sphere and the reduction (5) to a radial integral fails.
